# Alternating convex steps for phase-field fracture of a film on a chip

## Definitions and conventions

A narrow brittle film of thickness $t$ lies along $x$ on a compliant layer of the same width, with thickness $b$ and shear modulus $\mu$, which joins it to a stiff base. Heating by $\Delta T$ from a stress-free state expands the base more than the film. With $\Delta\alpha$ the difference of the expansion coefficients, the mismatch strain is $\varepsilon=\Delta\alpha\,\Delta T\ge 0$.

Let $w(x)$ be the displacement of the film minus that of the base, called the slip. The elastic strain of the film is its total strain minus its free thermal strain, hence $e=w'+\varepsilon$. Tension is positive. The layer has shear strain $w/b$ and energy $\mu w^2/(2b)$ per unit area; dividing by $t$ gives $\kappa w^2/2$ per unit film volume, with $\kappa=\mu/(tb)$.

The damage $d$ runs from 0 (intact) to 1 (broken). With Young modulus $E$, toughness $G_c$ and regularisation length $\ell$, the energy per unit cross-section of the film is

$$F=\int\Big[\tfrac12(1-d)^2Ee^2+\tfrac12\kappa w^2\Big]dx+\frac{3G_c}{8}\int\Big[\frac d\ell+\ell d'^2\Big]dx .$$

The ends are free. Damage may not fall from one load step to the next: $d_{\rm old}\le d\le1$, where $d_{\rm old}$ is the converged damage of the previous load. The model is one-dimensional and quasi-static, and stress is uniform through the thickness. It does not distinguish tension from compression, so it is used here for states with $e\ge0$.

On elements of size $h$, $w$ and $d$ are linear between nodes. Write $s_i=1-d_i$, and let element $i$ join nodes $i$ and $i+1$, with strain $e_i=(w_{i+1}-w_i)/h+\varepsilon$. The factor $(1-d)^2$ is replaced in each element by $g_i=\tfrac12(s_i^2+s_{i+1}^2)$; the other terms are integrated without error.

## Minimising everything at once

The naive scheme hands $F(w,d)$ to a general minimiser. The product $(1-d)^2e^2$ makes $F$ non-convex, so such a search has no guarantee of finding the lowest state. The example below has at least two stationary states at $\Delta T=100$ K: an intact one at 13.0 J/m² and a cracked one at 10.1 J/m². Halfway between them the energy is 112 J/m², whereas convexity would demand at most the mean, 11.6 J/m².

With either field fixed, however, $F$ is a convex quadratic function of the other. This suggests alternating:

1. minimise over $w$ at fixed $d_k$, giving $w_{k+1}$;
2. minimise over $d$ at fixed $w_{k+1}$ within the bounds, giving $d_{k+1}$.

Each step can only lower the energy:

$$F(w_{k+1},d_{k+1})\le F(w_{k+1},d_k)\le F(w_k,d_k).$$

Since $F\ge0$, the energies converge. This does not select the global minimum. A fixed point is stationary in $w$ and satisfies the one-sided conditions in $d$; which one is reached depends on the start.

**Slip step.** Node $i$ stretches element $i-1$ and shortens element $i$, so for an interior node $\partial F/\partial w_i=0$ reads

$$E g_{i-1}e_{i-1}-Eg_ie_i+\frac{\kappa h}{6}(w_{i-1}+4w_i+w_{i+1})=0 .$$

End nodes keep the terms of their single element. The system is tridiagonal, and the layer keeps it positive definite even where $g_i=0$. No artificial stiffness is needed in a broken element.

**Damage step.** Differentiating $\tfrac12hEg_ie_i^2$ and its neighbour with respect to $d_i$ gives $-c_i(1-d_i)$. The full derivative at an interior node is

$$r_i=c_i(d_i-1)+\beta+k(2d_i-d_{i-1}-d_{i+1}),$$

$$c_i=\frac{Eh}{2}(e_{i-1}^2+e_i^2),\qquad \beta=\frac{3G_ch}{8\ell},\qquad k=\frac{3G_c\ell}{4h}.$$

At an end node $\beta$ is halved and one neighbour is missing. A minimiser needs $r_i=0$ where $d_i>d_{{\rm old},i}$, and $r_i\ge0$ where the lower bound holds. Convexity makes these conditions sufficient.

Solving without bounds and clipping afterwards would violate them, because clipping one node changes the balance of its neighbours. Instead, start from $d=d_{\rm old}$ with every node held. Release the nodes with $r_i<0$, solve $r_i=0$ on all released nodes, and repeat until every held node has $r_i\ge0$.

Released nodes never need to be held again. The increment $\delta$ of one solve vanishes on held nodes and obeys

$$c_i\delta_i+k\sum_{\rm neighbours}(\delta_i-\delta_j)=-r_i\ge0$$

on released ones, because $r_i$ was zero on those released earlier and negative on the new ones. Suppose the smallest $\delta_i$ were negative. Both terms on the left would then be at most zero, so both would vanish: the neighbours would share the same negative value, and $c_i=0$. Repeating the argument along the film leads either to a held node, where $\delta=0$, or to a film with no strain anywhere. The first is a contradiction and the second is excluded under load. Thus $\delta\ge0$. Each pass releases at least one node, so the procedure ends.

The upper bound looks after itself. If the largest $d_i$ exceeded 1, that node would be released, yet all terms of $r_i$ would be non-negative and $\beta$ positive, contradicting $r_i=0$. The argument relies on the nodal form of $g_i$, which puts $c_i$ on the diagonal alone.

## Letting the crack heal

If the lower bound is set to zero at every load, unloading can erase a crack. When $c_i<\beta$ at every node, $d=0$ has positive residuals and is the minimiser.

In the example, a crack formed at $\Delta T=245.5$ K was unloaded to 0.2 K and reloaded to 200 K. At 0.2 K its opening is about 0.09 nm. On a 100 nm element the strain is $9\times10^{-4}$, so $c_i\approx7\times10^{-6}$ GPa µm, against $\beta=2.8\times10^{-4}$ GPa µm. Without the bound the damage vanished, and at 200 K the centre carried 0.56 GPa again. With the bound the crack stayed, and the stress there was 9 kPa.

The bound must come from the last converged load, not the last iterate. Damage that appears during the alternation and is no longer favoured once the stress has fallen must be free to recede.

## Breaking too much in one step

The alternation still has a weakness while the film snaps. Neglect the coupling $k$ for an estimate. A full damage step then gives $s_i=\beta/c_i$. If a wide region is strained far beyond the threshold, all its nodes become nearly broken together, before the slip step can concentrate the opening in one place.

The compliant layer then preserves the mistake. Take three adjacent broken elements whose nodes have slips $-a,-q,q,a$ with $a>0$. No film stress acts on the inner nodes, so the slip equation at the third node gives

$$-q+4q+a=0\quad\Rightarrow\quad q=-\frac a3 .$$

The middle element has strain $\varepsilon-2a/(3h)$, which is compressive once $a>3h\varepsilon/2$. The negative sign is an artefact of integrating the layer energy with linear $w$, which gives the weights 1, 4, 1. If that energy were lumped at the nodes, the same equation would give $q=0$ and a middle strain of $+\varepsilon$. Lumping removes the compression but not the excess breaking: the plain alternation then still ends with four nodes above $d=0.99$. With $h=\ell$ the plain alternation did end with four nodes above $d=0.99$, a lowest strain of $-0.080$ and a total energy of 46.6 J/m². A single break at the same load has 45.3 J/m². On the meshes with $h/\ell=1/2$ and $1/4$ the plain alternation also ends with four such nodes, but as two close breaks with an almost unstrained piece between them and a surface energy near $2G_c$. The single break is itself only a local minimum: on the $h=\ell$ mesh two or three evenly spaced cracks have 31.3 and 26.6 J/m² at the same load.

The cure is to make the damage step cautious without losing convexity. Until a break has formed, add

$$\frac p2\sum_i(d_i-d_{k,i})^2,\qquad p=5\max_i c_i .$$

The previous proofs survive: $p$ adds to the diagonal, and since $d_{k,i}\le1$ it cannot push $d$ above 1. Without the coupling $k$, the new stationarity condition is $-c_is_i+\beta+p(s_{k,i}-s_i)=0$, hence

$$s_{k,i}-s_i=\frac{c_is_{k,i}-\beta}{c_i+p}.$$

The denominator lies between $5\max c$ and $6\max c$, so it is nearly the same at all nodes. Progress is governed by the numerator. Under a common stress $\sigma$, with slowly varying damage, $e\approx\sigma/(Es^2)$ and $c\,s\approx h\sigma^2/(Es^3)$: the most damaged place runs ahead. Its opening lowers the stress elsewhere.

The penalty is removed once $\max d>0.99$, and the plain steps continue until $d$ changes by less than $10^{-8}$. The final equations are therefore the original ones. The factor 5 is a choice and no theorem guarantees a single break, but every load ramp reported below gave one. The fracture step on the 100 nm mesh took 55 alternations.

## Trusting a mesh because it resolves the stress

A mesh fine enough for the elastic field can still give the wrong toughness. Consider one broken element with both nodes at $d=1$ and negligible strain beside it. Let $n=2\ell/h$ be an integer and count nodes $m=0,1,\dots$ outward from the break. With $c=0$, stationarity is

$$d_{m+1}-2d_m+d_{m-1}=\frac\beta k=\frac{h^2}{2\ell^2}=\frac2{n^2}.$$

The solution is $d_m=(1-m/n)^2$ up to $m=n$, and zero beyond. At node $n$ the residual is $\beta-k/n^2=\beta/2>0$, so holding it at zero is correct.

On one side, the linear term in the surface energy gives

$$\frac h\ell\Big[\frac12+\sum_{m=1}^{n-1}\frac{m^2}{n^2}\Big]=\frac2n\Big[\frac n3+\frac1{6n}\Big]=\frac23+\frac1{3n^2},$$

and the gradient term gives

$$\frac\ell h\sum_{m=1}^{n}\frac{(2m-1)^2}{n^4}=\frac n2\,\frac{4n^2-1}{3n^3}=\frac23-\frac1{6n^2}.$$

Their sum is $4/3+1/(6n^2)$. Doubling it for two sides, adding $h/\ell=2/n$ for the broken element, and multiplying by $3G_c/8$ gives

$$\boxed{G_{c,h}=G_c\Big[1+\frac{3h}{8\ell}+\frac{h^2}{32\ell^2}\Big].}$$

As $h/\ell\to0$ this tends to $G_c$, which explains the prefactor $3/8$. The first correction comes from the finite width of the broken element. An excess below 5% of $G_c$ requires $h/\ell<0.13$. Reducing $\ell$ and $h$ together leaves the relative error unchanged.

## Two thresholds for one crack

For an intact film of length $S$ centred at $x=0$, equilibrium is $Ew''=\kappa w$ with $w'=-\varepsilon$ at the ends. With $\lambda=\sqrt{E/\kappa}$,

$$w=-\varepsilon\lambda\frac{\sinh(x/\lambda)}{\cosh(S/2\lambda)},\qquad e=\varepsilon\Big[1-\frac{\cosh(x/\lambda)}{\cosh(S/2\lambda)}\Big].$$

Multiplying the equilibrium equation by $w$ and integrating by parts gives $\int(Ew'^2+\kappa w^2)dx=-E\varepsilon\int w'dx$. The stored energy is therefore

$$W(S)=\tfrac12E\varepsilon^2S+\tfrac12E\varepsilon\int w'dx=\tfrac12E\varepsilon^2\Big[S-2\lambda\tanh\frac S{2\lambda}\Big].$$

Damage starts where $c_i$ reaches $\beta$. In a smooth field $c_i=Ehe^2$, so the strength is

$$\sigma_c=\sqrt{\frac{3EG_c}{8\ell}} .$$

Below it, all residuals at $d=0$ are positive and the energy is strictly convex in $w$, so the intact state is a local minimum. It can persist long after a crack has become cheaper.

For the energy comparison, let the mesh have length $L+h$, so that breaking the central element leaves two halves of length $L/2$. Neglecting the layer energy under the break, the Griffith balance is

$$W(L+h)-2W(L/2)=\tfrac12E\varepsilon^2\Big[h-2\lambda\tanh\frac{L+h}{2\lambda}+4\lambda\tanh\frac L{4\lambda}\Big]=G_{c,h}.$$

## A silicon ribbon on aluminium

Take rough values for silicon along $\langle110\rangle$: $E=169$ GPa and $G_c=3$ J/m² $=0.003$ GPa µm. The film has $t=0.5$ µm and $L=64$ µm. A polymer layer with $b=2$ µm and $\mu=1$ GPa joins it to aluminium, with $\Delta\alpha=20$ ppm/K. Then $\kappa=1$ GPa/µm² and $\lambda=13$ µm. Choosing $\ell=0.4$ µm sets

$$\sigma_c=\sqrt{\frac{3(169)(0.003)}{8(0.4)}}=0.69\ \text{GPa}.$$

At the centre $e/\varepsilon=0.83$, so onset needs $\varepsilon=(0.689/169)/0.83=0.0049$, or $\Delta T=245$ K.

The load was raised in steps of 0.5 K. The Griffith value was found by starting from a broken central element and locating the load at which cracked and intact energies agree. At fixed $\ell=0.4$ µm:

| $h/\ell$ | fracture $\Delta T$ (K) | surface energy$/G_c$ | Griffith $\Delta T$ (K) |
|---|---:|---:|---:|
| 1 | 245.0 | 1.404 | 81.9 |
| 1/2 | 245.5 | 1.194 | 75.9 |
| 1/4 | 245.5 | 1.095 | 72.9 |
| 1/8 | 245.5 | 1.047 | 71.4 |

The fracture load looks converged on the coarsest mesh, where the toughness is 40% too high. It measures the local strength, which hardly depends on $h$; the Griffith load follows $\sqrt{G_{c,h}}$ to about 1%. A converged fracture load is therefore no evidence of a converged crack energy.

Holding $h/\ell=1/4$ and taking $\ell=0.8$, 0.4 and 0.2 µm gives fracture at 173.5, 245.5 and 347.5 K, close to the expected $\ell^{-1/2}$ law. The surface energy stays between 1.094 and 1.096 $G_c$. In this model $\ell$ is a strength parameter, and shrinking it is not mesh refinement.

On the 100 nm mesh the crack opens by 107 nm; treating the halves as intact films gives $2\varepsilon\lambda\tanh(L/4\lambda)=108$ nm. Stored energy falls from 78.4 to 41.2 J/m², while the surface takes 3.3 J/m². The remaining 34 J/m² simply leaves the quasi-static calculation. A dynamic model would have to account for it, so the state just after the snap should not be read as a prediction of crack number or speed.

If the stress-free state is at 300 K, fracture comes at about 545 K, above the glass transition of most polymers. There the shear modulus usually falls far below the 1 GPa assumed here, so the example illustrates the method and does not predict that such a joint would crack the film. Halving $\mu$ raises the onset from 245 to 309 K above the start, because less stress reaches the centre. The peak layer shear is already 31 MPa at 3.1% strain, so yielding or creep may matter as well. Using $E=130$ GPa, appropriate to $\langle100\rangle$, moves the onset to 264 K if $\ell$ and $G_c$ are kept, which also lowers $\sigma_c$; with $\sigma_c$ held at 0.69 GPa the onset would be 301 K. In the original example, a film expansion 0.5 ppm/K higher moves the onset to 252 K. The value $\Delta\alpha=20$ ppm/K uses the room-temperature expansion of aluminium, 23 ppm/K. Over this heating range the means are nearer 25 ppm/K for aluminium and 3.3 ppm/K for silicon, so $\Delta\alpha\approx22$ ppm/K and the onset falls to about 224 K. The stiffness ratio $Et/(E_{\rm base}L)$ is 2% for a base modulus of 70 GPa, and a shear-lag estimate gives a ribbon 4 µm wide about 1% of the full transverse stress. The layer must be cut to the width of the ribbon: if it extended well beyond a 4 µm ribbon, the surrounding polymer would raise its shear stiffness by about 45% and lower the onset to about 227 K. The strength of real silicon depends strongly on edge flaws, so $\ell$ has to be calibrated for the process concerned.

Delamination is left out of the evolution, but its driving force can be estimated. Debonding an end frees a length of film, so the energy released per unit area is

$$t\frac{dW}{dS}=\tfrac12Et\varepsilon^2\tanh^2\frac S{2\lambda}=0.99\ \text{J/m}^2$$

for the uncracked film just before fracture. This is well below a rough adhesion energy of 10 J/m², but a weak or aged interface could reverse the order. The interface would then need its own damage variable, with its own irreversibility bound and its own mesh requirement.
